# Why nodeless pseudo-orbitals give correct spin-orbit splittings: a numerical check

```python
"""
Result under test: a nodeless pseudo-orbital gives the all-electron spin-orbit
splitting when the j-dependent pseudopotential reproduces, at the core radius RC,
the logarithmic derivative L_j = u'/u of the all-electron solution at its level.
Norm conservation also reproduces dL_j/dE, which carries the splitting over
approximately to other environments.

Model (Hartree atomic units), p electron, l = 1:
  -u''/2 + [1/r^2 + V(r) + lam*xi(r)] u = E u
  V    screened nuclear potential, xi  regularised spin-orbit function
  lam  = 1/2 for j = 3/2, -1 for j = 1/2, 0 without spin-orbit coupling
Levels come from diagonalization in a spectral-element basis; logarithmic
derivatives come from separate integration of the differential equation.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import fine_structure as ALPHA, physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z, H_SCREEN, D_SCREEN, RC = 50.0, 4.0, 0.9, 2.0
SQUEEZE = 0.02          # strength of the added potential outside RC
LAM_P, LAM_M = 0.5, -1.0


def screened(r):
    """Screened potential and its radial derivative."""
    e = np.exp(r / D_SCREEN)
    om = 1.0 / (1.0 + H_SCREEN * (e - 1.0))
    dom = -om**2 * H_SCREEN * e / D_SCREEN
    charge = 1.0 + (Z - 1.0) * om
    return -charge / r, charge / r**2 - (Z - 1.0) * dom / r


def xi(r):
    v, dv = screened(r)
    return 0.5 * ALPHA**2 * dv / (r * (1.0 - 0.5 * ALPHA**2 * v)**2)


def channel(lam):
    return lambda r: screened(r)[0] + lam * xi(r)


# ---------- spectral-element basis (Gauss-Lobatto nodes) ----------
ORDER = 16
EDGES = np.array([0, .01, .03, .08, .2, .45, .9, 1.4, RC, 2.8, 4, 6, 9,
                  13, 18, 24, 31, 39, 48, 60])
PN = Legendre.basis(ORDER)
X = np.concatenate(([-1.0], np.sort(PN.deriv().roots().real), [1.0]))
PX = PN(X)
W = 2.0 / (ORDER * (ORDER + 1) * PX**2)
DIFF = np.zeros((ORDER + 1, ORDER + 1))
for i in range(ORDER + 1):
    for k in range(ORDER + 1):
        if i != k:
            DIFF[i, k] = PX[i] / (PX[k] * (X[i] - X[k]))
DIFF[0, 0] = -ORDER * (ORDER + 1) / 4.0
DIFF[-1, -1] = ORDER * (ORDER + 1) / 4.0
SIZE = ORDER * (len(EDGES) - 1) + 1
nodes, stiff = np.zeros(SIZE), np.zeros((SIZE, SIZE))


def region_weights(r_max):
    """Quadrature weights for the integral from 0 to r_max (an element edge)."""
    w = np.zeros(SIZE)
    for n in range(len(EDGES) - 1):
        if EDGES[n + 1] <= r_max + 1e-12:
            part = slice(n * ORDER, (n + 1) * ORDER + 1)
            w[part] += W * (EDGES[n + 1] - EDGES[n]) / 2
    return w[1:-1]


for n in range(len(EDGES) - 1):
    h = EDGES[n + 1] - EDGES[n]
    part = slice(n * ORDER, (n + 1) * ORDER + 1)
    nodes[part] = EDGES[n] + h * (X + 1) / 2
    stiff[part, part] += 0.5 * (2 / h) * DIFF.T @ (W[:, None] * DIFF)
R = nodes[1:-1]
WT = region_weights(EDGES[-1])
KIN = stiff[1:-1, 1:-1] / np.sqrt(np.outer(WT, WT))
I_RC = int(np.argmin(abs(R - RC)))


def levels(pot, extra=0.0):
    """Lowest p levels and normalised radial functions u at the nodes."""
    ham = KIN + np.diag(1.0 / R**2 + pot(R) + extra)
    e, c = eigh(ham, subset_by_index=[0, 5])
    return e, c / np.sqrt(WT)[:, None]


def node_radii(u):
    keep = abs(u) > 1e-5 * abs(u).max()
    rr, uu = R[keep], u[keep]
    flips = np.where(uu[1:] * uu[:-1] < 0)[0]
    return 0.5 * (rr[flips] + rr[flips + 1])


# ---------- direct integration of the radial equation ----------
R0 = 1e-5
OPTS = dict(method="DOP853", rtol=1e-10, atol=1e-12)


def outward(pot, energy):
    """u, u' and the integral of u^2, all at RC, for the regular solution."""
    def rhs(r, y):
        return [y[1], (2 / r**2 + 2 * (pot(r) - energy)) * y[0], y[0]**2]
    return solve_ivp(rhs, (R0, RC), [1.0, 2 / R0, R0 / 5], **OPTS).y[:, -1]


def log_in(pot, energy):
    y = outward(pot, energy)
    return y[1] / y[0]


def log_out(pot, energy):
    def rhs(r, y):
        return [y[1], (2 / r**2 + 2 * (pot(r) - energy)) * y[0]]
    start = [1.0, -np.sqrt(-2 * energy)]
    y = solve_ivp(rhs, (40.0, RC), start, **OPTS).y[:, -1]
    return y[1] / y[0]


def two_channel(pot_p, pot_m, energy):
    """L_+ - L_- at RC: from the slopes, and from the core integral."""
    def rhs(r, y):
        vp, vm = pot_p(r), pot_m(r)
        return [y[1], (2 / r**2 + 2 * (vp - energy)) * y[0],
                y[3], (2 / r**2 + 2 * (vm - energy)) * y[2],
                (vp - vm) * y[0] * y[2]]
    y = solve_ivp(rhs, (R0, RC), [1, 2 / R0, 1, 2 / R0, 0], **OPTS).y[:, -1]
    return y[1] / y[0] - y[3] / y[2], 2 * y[4] / (y[0] * y[2])


# ---------- nodeless pseudo-orbital and its potential ----------
GX, GW = leggauss(80)
GR, GWT = RC * (GX + 1) / 2, GW * RC / 2


def pseudize(pot, energy, norm_factor=1.0):
    """Potential whose nodeless solution matches slope, curvature and norm."""
    u, du, norm = outward(pot, energy)
    slope, target = du / u, norm_factor * norm / u**2
    curvature = 2 * (pot(RC) - energy) + 2 / RC**2
    dp = slope - 2 / RC
    d2p = curvature - slope**2 + 2 / RC**2
    p1 = -dp * RC / 2
    p2 = (d2p * RC**2 + 2 * p1) / 8

    def log_norm_error(g):
        s = 1 - (GR / RC)**2
        uu = (GR / RC)**2 * np.exp(p1 * s + p2 * s**2 + g * s**3)
        return np.log(np.sum(GWT * uu**2) / target)
    g = brentq(log_norm_error, -30, 30, xtol=1e-13)

    def pseudo_pot(r):
        s = 1 - (r / RC)**2
        a = -2 / RC**2 * (p1 + 2 * p2 * s + 3 * g * s**2)
        b = 4 * r**2 / RC**4 * (2 * p2 + 6 * g * s)
        inner = energy + 2 * a + 0.5 * (a + b + (r * a)**2)
        return np.where(r < RC, inner, pot(r))
    return pseudo_pot


# ---------- all-electron levels ----------
VAL = 3                                    # p state with three radial nodes
TOL = 5e-7   # round-off of the large kinetic matrix elements is about 1e-8
ae_p, ae_m, ae_0 = channel(LAM_P), channel(LAM_M), channel(0.0)
e_p, u_p = levels(ae_p)
e_m, u_m = levels(ae_m)
e_0, u_0 = levels(ae_0)
EP, EM, E0 = e_p[VAL], e_m[VAL], e_0[VAL]
split = EP - EM
zeros = node_radii(u_p[:, VAL])
assert len(zeros) == VAL and len(node_radii(u_m[:, VAL])) == VAL
assert max(zeros[-1], node_radii(u_m[:, VAL])[-1]) < RC

# matching of logarithmic derivatives determines the levels
matched = []
for pot, e in ((ae_p, EP), (ae_m, EM)):
    root = brentq(lambda x: log_in(pot, x) - log_out(pot, x),
                  e - 0.005, e + 0.005, xtol=1e-11)
    assert abs(root - e) < TOL
    matched.append(root)

# ---------- pseudo levels ----------
ps_p, ps_m, ps_0 = pseudize(ae_p, EP), pseudize(ae_m, EM), pseudize(ae_0, E0)
f_p, w_p = levels(ps_p)
f_m, w_m = levels(ps_m)
f_0, w_0 = levels(ps_0)
split_ps = f_p[0] - f_m[0]
assert abs(f_p[0] - EP) < TOL and abs(f_m[0] - EM) < TOL
assert len(node_radii(w_p[:, 0])) == 0 and len(node_radii(w_m[:, 0])) == 0
amp_ae, amp_ps = u_p[I_RC, VAL]**2, w_p[I_RC, 0]**2
assert abs(amp_ae - amp_ps) < 1e-5

# where the spin-orbit weight lies
near = region_weights(0.2)
dens_ae, dens_ps = u_0[:, VAL]**2, w_0[:, 0]**2
r3_ae, r3_ps = np.sum(WT * dens_ae / R**3), np.sum(WT * dens_ps / R**3)
frac_ae = np.sum(near * xi(R) * dens_ae) / np.sum(WT * xi(R) * dens_ae)
v_so = 2 / 3 * (ps_p(R) - ps_m(R))
prod = w_p[:, 0] * w_m[:, 0]
frac_ps = np.sum(near * v_so * prod) / np.sum(WT * v_so * prod)
assert frac_ae > 0.8 and abs(frac_ps) < 0.1 and r3_ps < 0.1 * r3_ae

# control: bare spin-orbit function acting on the nodeless orbital
naive = (levels(lambda r: ps_0(r) + LAM_P * xi(r))[0][0]
         - levels(lambda r: ps_0(r) + LAM_M * xi(r))[0][0])
assert naive < 0.05 * split

# core integral equals the difference of logarithmic derivatives
dl_ae, int_ae = two_channel(ae_p, ae_m, E0)
dl_ps, int_ps = two_channel(ps_p, ps_m, E0)
assert abs(dl_ae - int_ae) < 1e-5 * abs(dl_ae)
assert abs(dl_ps - int_ps) < 1e-5 * abs(dl_ps)
assert abs(dl_ae - dl_ps) < 0.01 * abs(dl_ae)   # second order in E0 - E_j

# energy derivative equals minus twice the core norm over u(RC)^2
STEP = 1e-3
slopes = {}
for name, pot, ps, e in (("3/2", ae_p, ps_p, EP), ("1/2", ae_m, ps_m, EM)):
    fd_ae = (log_in(pot, e + STEP) - log_in(pot, e - STEP)) / (2 * STEP)
    fd_ps = (log_in(ps, e + STEP) - log_in(ps, e - STEP)) / (2 * STEP)
    y = outward(pot, e)
    norm_rule = -2 * y[2] / y[0]**2
    assert abs(fd_ae / norm_rule - 1) < 1e-4
    assert abs(fd_ps / fd_ae - 1) < 1e-4
    slopes[name] = (fd_ae, norm_rule, fd_ps)

# linear estimate of the splitting from the boundary number
outer = WT - region_weights(RC)
tail_part = 1.5 * np.sum(outer * xi(R) * dens_ae)
core_part = 0.5 * u_0[I_RC, VAL]**2 * dl_ae
assert abs((core_part + tail_part) / split - 1) < 0.06  # linear in the shift

# operator form V_av + V_SO L.S has the two channel potentials as eigenvalues
lz, lplus = np.diag([1.0, 0, -1]), np.sqrt(2) * np.diag([1.0, 1], 1)
sz, splus = np.diag([0.5, -0.5]), np.array([[0.0, 1], [0, 0]])
l_dot_s = np.kron(lz, sz) + 0.5 * (np.kron(lplus, splus.T)
                                  + np.kron(lplus.T, splus))
vp1, vm1 = float(ps_p(1.0)), float(ps_m(1.0))
op = (2 * vp1 + vm1) / 3 * np.eye(6) + 2 / 3 * (vp1 - vm1) * l_dot_s
assert np.allclose(np.linalg.eigvalsh(op), np.sort([vp1] * 4 + [vm1] * 2))

# other environments: next p level, and a squeeze outside RC
next_ae, next_ps = e_p[VAL + 1] - e_m[VAL + 1], f_p[1] - f_m[1]
assert abs(next_ps / next_ae - 1) < 0.05
push = SQUEEZE * np.where(R > RC, R - RC, 0.0)**2
sq_p, sq_m = levels(ae_p, push)[0][VAL], levels(ae_m, push)[0][VAL]
sq_ae = sq_p - sq_m
sq_ps = levels(ps_p, push)[0][0] - levels(ps_m, push)[0][0]
bad_p = pseudize(ae_p, EP, norm_factor=1.5)     # wrong norm for j = 3/2 only
bad_ref = levels(bad_p)[0][0] - f_m[0]
bad_sq = levels(bad_p, push)[0][0] - levels(ps_m, push)[0][0]
assert abs(bad_ref - split) < 2 * TOL
assert abs(sq_ps - sq_ae) < 0.01 * sq_ae
assert abs(bad_sq - sq_ae) > 5 * abs(sq_ps - sq_ae)

# ---------- printed results ----------
print(f"nuclear charge {Z:.0f}, screening H {H_SCREEN}, d {D_SCREEN} bohr")
print(f"core radius {RC} bohr; fine-structure constant {ALPHA:.8f}")
print("radial nodes, j=3/2 (bohr, to grid spacing):", np.round(zeros, 2))
print(f"level without spin-orbit coupling   {E0:.6f} Ha")
print(f"all-electron level j=3/2            {EP:.6f} Ha")
print(f"all-electron level j=1/2            {EM:.6f} Ha")
print(f"levels from matching at RC: {matched[0]:.6f}, {matched[1]:.6f} Ha")
print(f"pseudo level j=3/2                  {f_p[0]:.6f} Ha")
print(f"pseudo level j=1/2                  {f_m[0]:.6f} Ha")
print(f"all-electron splitting {split:.6f} Ha = {split*HARTREE_EV:.4f} eV")
print(f"pseudo splitting       {split_ps:.6f} Ha")
print(f"bare xi on nodeless orbital: splitting {naive:.3e} Ha")
print(f"<r^-3> all-electron {r3_ae:.3f}, pseudo {r3_ps:.4f} bohr^-3")
print(f"spin-orbit integral from r<0.2 bohr: all-electron {frac_ae:.4f}")
print(f"spin-orbit integral from r<0.2 bohr: pseudo       {frac_ps:.2e}")
for r in (0.05, 0.5, 1.0, 1.5):
    so = 2 / 3 * float(ps_p(r) - ps_m(r))
    print(f"r={r} bohr: xi {xi(r):.3e} Ha, pseudo V_SO {so:.3e} Ha")
print(f"L at own level, j=3/2: all-electron {log_in(ae_p, EP):.6f}, "
      f"pseudo {log_in(ps_p, EP):.6f} bohr^-1")
print(f"L at own level, j=1/2: all-electron {log_in(ae_m, EM):.6f}, "
      f"pseudo {log_in(ps_m, EM):.6f} bohr^-1")
print("L(3/2)-L(1/2) at the level without spin-orbit coupling, bohr^-1:")
print(f"  all-electron: slopes {dl_ae:.6f}, core integral {int_ae:.6f}")
print(f"  pseudo:       slopes {dl_ps:.6f}, core integral {int_ps:.6f}")
for name, (a, b, c) in slopes.items():
    print(f"dL/dE j={name}: all-electron {a:.5f}, norm rule {b:.5f}, "
          f"pseudo {c:.5f} bohr^-1/Ha")
print(f"u(RC)^2 j=3/2: all-electron {amp_ae:.6f}, pseudo {amp_ps:.6f} bohr^-1")
print(f"u(RC)^2 without spin-orbit coupling {u_0[I_RC, VAL]**2:.6f} bohr^-1")
print(f"linear estimate: core part {core_part:.6f} Ha, "
      f"outside part {tail_part:.2e} Ha")
print(f"linear estimate, sum {core_part + tail_part:.6f} Ha")
print(f"next p level splitting: all-electron {next_ae:.6f}, "
      f"pseudo {next_ps:.6f} Ha")
print(f"squeeze strength {SQUEEZE} Ha/bohr^2; "
      f"j=3/2 level rises by {sq_p - EP:.5f} Ha")
print(f"squeezed splitting: all-electron {sq_ae:.6f}, pseudo {sq_ps:.6f} Ha")
print("j=3/2 core norm wrong by factor 1.5:")
print(f"  reference splitting {bad_ref:.6f}, squeezed {bad_sq:.6f} Ha")
print("all assertions hold")
```

Running it gives:

```
nuclear charge 50, screening H 4.0, d 0.9 bohr
core radius 2.0 bohr; fine-structure constant 0.00729735
radial nodes, j=3/2 (bohr, to grid spacing): [0.13 0.38 1.  ]
level without spin-orbit coupling   -0.414242 Ha
all-electron level j=3/2            -0.403724 Ha
all-electron level j=1/2            -0.438007 Ha
levels from matching at RC: -0.403724, -0.438007 Ha
pseudo level j=3/2                  -0.403724 Ha
pseudo level j=1/2                  -0.438007 Ha
all-electron splitting 0.034284 Ha = 0.9329 eV
pseudo splitting       0.034284 Ha
bare xi on nodeless orbital: splitting 7.835e-05 Ha
<r^-3> all-electron 19.022, pseudo 0.1755 bohr^-3
spin-orbit integral from r<0.2 bohr: all-electron 0.9772
spin-orbit integral from r<0.2 bohr: pseudo       2.39e-05
r=0.05 bohr: xi 9.898e+00 Ha, pseudo V_SO 1.165e-01 Ha
r=0.5 bohr: xi 5.396e-03 Ha, pseudo V_SO 1.216e-01 Ha
r=1.0 bohr: xi 3.794e-04 Ha, pseudo V_SO 1.210e-01 Ha
r=1.5 bohr: xi 7.044e-05 Ha, pseudo V_SO 7.926e-02 Ha
L at own level, j=3/2: all-electron -0.009517, pseudo -0.009517 bohr^-1
L at own level, j=1/2: all-electron -0.087421, pseudo -0.087421 bohr^-1
L(3/2)-L(1/2) at the level without spin-orbit coupling, bohr^-1:
  all-electron: slopes 0.126275, core integral 0.126275
  pseudo:       slopes 0.126295, core integral 0.126295
dL/dE j=3/2: all-electron -1.33877, norm rule -1.33877, pseudo -1.33877 bohr^-1/Ha
dL/dE j=1/2: all-electron -1.43206, norm rule -1.43206, pseudo -1.43206 bohr^-1/Ha
u(RC)^2 j=3/2: all-electron 0.535657, pseudo 0.535657 bohr^-1
u(RC)^2 without spin-orbit coupling 0.542909 bohr^-1
linear estimate: core part 0.034278 Ha, outside part 6.30e-06 Ha
linear estimate, sum 0.034284 Ha
next p level splitting: all-electron 0.001881, pseudo 0.001895 Ha
squeeze strength 0.02 Ha/bohr^2; j=3/2 level rises by 0.01478 Ha
squeezed splitting: all-electron 0.036603, pseudo 0.036602 Ha
j=3/2 core norm wrong by factor 1.5:
  reference splitting 0.034284, squeezed 0.034198 Ha
all assertions hold
```
